# Comparing Debye and Einstein phonon spectra in isotropic Eliashberg theory: test program

```python
# Result under test. a2F(w) = a (w/wD)^2 for 0 < w < wD (Debye), hbar = kB = 1.
# lam = 2 int a2F/w dw, <g> = (2/lam) int a2F g / w dw, w_log = exp<ln w>,
# kernel lam(nu) = lam <w^2/(w^2+nu^2)>.
# Claims: lam = a, w_log = wD exp(-1/2), <w^2> = wD^2/2, <w^n> = 2 wD^n/(n+2),
# lam(nu) = lam [1 - (nu/wD)^2 ln(1+wD^2/nu^2)]. Einstein a2F = (lam wE/2) delta(w-wE)
# has all averages equal to wE. Tc: linearized isotropic Eliashberg equations, mu* = 0.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.constants import k as kB, e as qe

wD, a = 30.0, 0.8                 # meV, dimensionless
K_per_meV = 1e-3 * qe / kB

# symbolic integrals from the definitions
w, W, A, n = sp.symbols('w W A n', positive=True)
spec = A * (w / W)**2
lam_s = sp.integrate(2 * spec / w, (w, 0, W))
assert sp.simplify(lam_s - A) == 0
p_s = 2 * spec / (lam_s * w)
assert sp.simplify(sp.integrate(p_s * sp.log(w), (w, 0, W)) - sp.log(W) + sp.Rational(1, 2)) == 0
assert sp.simplify(sp.integrate(p_s * w**2, (w, 0, W)) - W**2 / 2) == 0
assert sp.limit(sp.log(2 / (n + 2)) / n, n, 0) == -sp.Rational(1, 2)

# quadrature from the definitions
def integrate(f, lo, hi):
    return quad(f, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=400)[0]

def averages(spectrum, lo, hi):
    lam_q = integrate(lambda x: 2 * spectrum(x) / x, lo, hi)
    return lam_q, (lambda g: integrate(lambda x: 2 * spectrum(x) * g(x) / x, lo, hi) / lam_q)

debye = lambda x: a * (x / wD)**2
lam, mean = averages(debye, 0, wD)
area = integrate(debye, 0, wD)
w_log = np.exp(mean(np.log))
m2 = mean(lambda x: x * x)
w2, w1, wm1 = np.sqrt(m2), mean(lambda x: x), 1 / mean(lambda x: 1 / x)
assert abs(lam - a) < 1e-10 and abs(area - a * wD / 3) < 1e-9
assert abs(w_log / wD - np.exp(-0.5)) < 1e-9 and abs(m2 / wD**2 - 0.5) < 1e-10
assert abs(lam - 2 * area / w1) < 1e-9 and wm1 < w_log < w1 < w2
assert abs(w2 / w_log - np.sqrt(np.e / 2)) < 1e-9
for q in (-1.0, 0.5, 1.0, 3.0, 4.0):
    assert abs(mean(lambda x: (x / wD)**q) - 2 / (q + 2)) < 1e-8
assert abs(mean(lambda x: x**1e-4)**1e4 / w_log - 1) < 1e-4
F_log = np.exp(integrate(lambda x: debye(x) * np.log(x), 0, wD) / area)
F_m2 = integrate(lambda x: debye(x) * x * x, 0, wD) / area
assert abs(F_log / wD - np.exp(-1 / 3)) < 1e-9 and abs(F_m2 / wD**2 - 0.6) < 1e-10

# explicit sum over modes w = c|k| inside a sphere, equal coupling; grid error sets tolerance
g1 = (np.arange(100) + 0.5) / 100
r = np.sqrt(g1[:, None, None]**2 + g1[None, :, None]**2 + g1[None, None, :]**2).ravel()
modes = wD * r[r < 1]
weight = 2 * (area / modes.size) / modes
lam_k = weight.sum()
assert abs(lam_k / a - 1) < 5e-3
assert abs(np.exp((weight * np.log(modes)).sum() / lam_k) / wD - np.exp(-0.5)) < 5e-3
assert abs((weight * modes**2).sum() / lam_k / wD**2 - 0.5) < 5e-3

# kernels
def kernel_D(nu, l, wd):
    y = (wd / np.maximum(np.abs(nu), 1e-100))**2
    return l * (1 - np.log1p(y) / y)

def kernel_E(nu, l, we):
    return l * we**2 / (we**2 + nu**2)

# Einstein spectrum as a narrowing Gaussian of area lam wE/2; errors are O(s^2)
wE, errs = 20.0, []
for s in (0.02, 0.01):
    sg = s * wE
    peak = lambda x: 0.5 * a * wE * np.exp(-0.5 * ((x - wE) / sg)**2) / (sg * np.sqrt(2 * np.pi))
    lE, mE = averages(peak, wE - 10 * sg, wE + 10 * sg)
    errs.append(lE / a - 1)
    assert abs(errs[-1]) < 3 * s * s and abs(np.exp(mE(np.log)) / wE - 1) < 3 * s * s
    assert abs(mE(lambda x: x * x) / wE**2 - 1) < 3 * s * s
    assert abs(lE * mE(lambda x: x * x / (x * x + 100)) - kernel_E(10.0, a, wE)) < 3 * s * s
assert abs(errs[0] / errs[1] - 4) < 0.05
lam_same_area = 2 * area / wD

for nu in (1.0, 6.0, 30.0, 150.0):
    assert abs(lam * mean(lambda x: x * x / (x * x + nu * nu)) - kernel_D(nu, a, wD)) < 1e-9
assert abs(kernel_D(100 * wD, a, wD) * (100 * wD)**2 / (lam * m2) - 1) < 1e-4
grid = wD * np.logspace(-3, 2, 600)
assert np.all(kernel_D(grid, a, wD) < kernel_E(grid, a, w2))
diff = kernel_D(grid, a, wD) - kernel_E(grid, a, w_log)
assert diff[0] < 0 < diff[-1] and np.sum(np.diff(np.sign(diff)) != 0) == 1
crossing = brentq(lambda v: kernel_D(v, a, wD) - kernel_E(v, a, w_log), 0.05 * wD, 5 * wD)

def log_integral(kern, eps):
    return integrate(lambda t: kern(np.exp(t)), np.log(eps), np.log(1e4 * wD))

for e_ in (0.3, 1e-2, 1e-4):
    exact = 0.5 * a * ((1 + e_**2) * np.log1p(e_**-2) - 1)
    assert abs(log_integral(lambda v: kernel_D(v, a, wD), e_ * wD) - exact) < 1e-7
eps = 1e-4 * wD
I_D = log_integral(lambda v: kernel_D(v, a, wD), eps)
I_E = log_integral(lambda v: kernel_E(v, a, w_log), eps)
I_E2 = log_integral(lambda v: kernel_E(v, a, w2), eps)
assert abs(I_D - lam * np.log(w_log / eps)) < 1e-6 and abs(I_D - I_E) < 1e-6
assert abs(I_E2 - I_D) > 0.1

# linearized Eliashberg equations, folded to n >= 0
def top_eigenvalue(lam_l, N):
    i = np.arange(N)
    K = lam_l[np.abs(i[:, None] - i[None, :])] + lam_l[i[:, None] + i[None, :] + 1]
    K[i, i] -= 2 * i + 1 + 2 * np.cumsum(lam_l[:N]) - lam_l[0]
    return eigh(K, eigvals_only=True, subset_by_index=[N - 1, N - 1])[0]

def critical_T(kern, l, scale, refine=1):
    guess = 0.25 * scale / np.sqrt(np.expm1(2 / l))     # only brackets the root
    N = refine * max(64, int(15 * scale / (2 * np.pi * guess)))
    idx = np.arange(2 * N)
    return brentq(lambda T: top_eigenvalue(kern(2 * np.pi * T * idx), N),
                  0.5 * guess, 2 * guess, xtol=1e-12, rtol=1e-10)

Tc_D = lambda l, refine=1: critical_T(lambda v: kernel_D(v, l, wD), l, 0.65 * wD, refine)
Tc_E = lambda l, we: critical_T(lambda v: kernel_E(v, l, we), l, we)
T_D, T_log, T_2 = Tc_D(a), Tc_E(a, w_log), Tc_E(a, w2)
assert abs(T_2 / T_log - w2 / w_log) < 1e-6

# unfolded equations with Z summed directly: top eigenvalue must be 1 at Tc
idx_n, idx_m = np.arange(-96, 96), np.arange(-4000, 4000)
wn, wm = (2 * idx_n + 1) * np.pi * T_D, (2 * idx_m + 1) * np.pi * T_D
Z = 1 + np.pi * T_D / wn * (kernel_D(wn[:, None] - wm[None, :], a, wD) @ np.sign(wm))
M = np.pi * T_D * kernel_D(wn[:, None] - wn[None, :], a, wD) / (Z[:, None] * np.abs(wn)[None, :])
assert abs(np.max(np.linalg.eigvals(M).real) - 1) < 1e-4
assert abs(Z[96] - (1 + lam)) < 1e-5

couplings = (0.3, 0.5, 0.8, 2.0, 10.0, 1000.0)
tD = [Tc_D(l) for l in couplings]
w_eq = [wD * t / Tc_E(l, wD) for t, l in zip(tD, couplings)]
assert abs(Tc_D(0.3, 2) / tD[0] - 1) < 1e-4
assert np.all(np.diff(w_eq) > 0) and max(w_eq) < w2
assert all(abs(x / w_log - 1) < 0.1 for x in w_eq[:3])
assert abs(w_eq[-1] / w2 - 1) < 2e-3
inv_sq = np.concatenate(([0.0], 1.0 / np.arange(1, 256)**2))
g_c = brentq(lambda g: top_eigenvalue(g * inv_sq, 128), 0.3, 1.5, xtol=1e-12)
C = 1 / (2 * np.pi * np.sqrt(g_c))
assert abs(tD[-1] / (C * np.sqrt(couplings[-1] * m2)) - 1) < 3e-3

print(f"input wD = {wD:.1f} meV = {wD*K_per_meV:.2f} K, a = {a:.2f}, mu* = 0")
print(f"1 meV = {K_per_meV:.4f} K")
print(f"lambda = {lam:.6f}; mode-sum lambda = {lam_k:.4f}")
print(f"area S = {area:.4f} meV")
print(f"w_log = {w_log:.4f} meV = {w_log*K_per_meV:.2f} K; w_log/wD = {w_log/wD:.6f}")
print(f"<w^2> = {m2:.3f} meV^2; lambda <w^2> = {lam*m2:.3f} meV^2")
print(f"w2bar = {w2:.4f} meV = {w2*K_per_meV:.2f} K; w2bar/wD = {w2/wD:.6f}")
print(f"w1bar = {w1:.4f} meV; w(-1)bar = {wm1:.4f} meV")
print(f"shape ratio w2bar/w_log = {w2/w_log:.6f}")
print(f"F-weighted: log mean = {F_log:.4f} meV, second moment = {F_m2:.3f} meV^2")
print(f"Einstein area at w_log = {lam*w_log/2:.4f} meV, at w2bar = {lam*w2/2:.4f} meV")
print(f"Einstein at w_log: <w^2> = {w_log**2:.3f} meV^2")
print(f"Einstein at wD with area S: lambda = {lam_same_area:.4f}")
for nu in (6.0, 30.0, 150.0):
    print(f"nu = {nu:.0f} meV: kernel D {kernel_D(nu,a,wD):.5f}, E(w_log) {kernel_E(nu,a,w_log):.5f},"
          f" E(w2bar) {kernel_E(nu,a,w2):.5f}, tail {lam*m2/nu**2:.5f}")
print(f"crossing D = E(w_log) at nu = {crossing:.3f} meV = {crossing/wD:.4f} wD")
print(f"eps = {eps:.4f} meV: lambda ln(w_log/eps) = {lam*np.log(w_log/eps):.5f}")
print(f"log integral D {I_D:.5f}, E(w_log) {I_E:.5f}, E(w2bar) {I_E2:.5f}")
print(f"Z at first Matsubara frequency = {Z[96]:.5f}")
print(f"Tc Debye = {T_D:.4f} meV = {T_D*K_per_meV:.2f} K")
print(f"Tc Einstein(w_log) = {T_log*K_per_meV:.2f} K, ratio to Debye {T_log/T_D:.4f}")
print(f"Tc Einstein(w2bar) = {T_2*K_per_meV:.2f} K, ratio to Debye {T_2/T_D:.4f}")
for l, t, x in zip(couplings, tD, w_eq):
    print(f"lambda {l:g}: Tc/wD = {t/wD:.5f}, w_eq = {x:.3f} meV,"
          f" /w_log {x/w_log:.4f}, /w2bar {x/w2:.4f}")
print(f"strong coupling: g_c = {g_c:.5f}, C = {C:.5f}")
print("success")
```

Output:

```
input wD = 30.0 meV = 348.14 K, a = 0.80, mu* = 0
1 meV = 11.6045 K
lambda = 0.800000; mode-sum lambda = 0.8000
area S = 8.0000 meV
w_log = 18.1959 meV = 211.15 K; w_log/wD = 0.606531
<w^2> = 450.000 meV^2; lambda <w^2> = 360.000 meV^2
w2bar = 21.2132 meV = 246.17 K; w2bar/wD = 0.707107
w1bar = 20.0000 meV; w(-1)bar = 15.0000 meV
shape ratio w2bar/w_log = 1.165822
F-weighted: log mean = 21.4959 meV, second moment = 540.000 meV^2
Einstein area at w_log = 7.2784 meV, at w2bar = 8.4853 meV
Einstein at w_log: <w^2> = 331.091 meV^2
Einstein at wD with area S: lambda = 0.5333
nu = 6 meV: kernel D 0.69574, E(w_log) 0.72155, E(w2bar) 0.74074, tail 10.00000
nu = 30 meV: kernel D 0.24548, E(w_log) 0.21515, E(w2bar) 0.26667, tail 0.40000
nu = 150 meV: kernel D 0.01559, E(w_log) 0.01160, E(w2bar) 0.01569, tail 0.01600
crossing D = E(w_log) at nu = 14.567 meV = 0.4856 wD
eps = 0.0030 meV: lambda ln(w_log/eps) = 6.96827
log integral D 6.96827, E(w_log) 6.96827, E(w2bar) 7.09101
Z at first Matsubara frequency = 1.80000
Tc Debye = 1.6240 meV = 18.85 K
Tc Einstein(w_log) = 18.43 K, ratio to Debye 0.9779
Tc Einstein(w2bar) = 21.48 K, ratio to Debye 1.1400
lambda 0.3: Tc/wD = 0.00584, w_eq = 17.668 meV, /w_log 0.9710, /w2bar 0.8329
lambda 0.5: Tc/wD = 0.02373, w_eq = 18.057 meV, /w_log 0.9924, /w2bar 0.8512
lambda 0.8: Tc/wD = 0.05413, w_eq = 18.608 meV, /w_log 1.0226, /w2bar 0.8772
lambda 2: Tc/wD = 0.14103, w_eq = 19.981 meV, /w_log 1.0981, /w2bar 0.9419
lambda 10: Tc/wD = 0.38985, w_eq = 20.968 meV, /w_log 1.1524, /w2bar 0.9885
lambda 1000: Tc/wD = 4.08401, w_eq = 21.211 meV, /w_log 1.1657, /w2bar 0.9999
strong coupling: g_c = 0.75864, C = 0.18273
success
```
